\section*{Which Mass Sets the Ballistic Current of an Elliptical Valley?}

\section{One sheet, two transistors}

Two transistors are cut from one sheet of a semiconductor whose conduction valley is an ellipse, light along one axis and heavy along the other. In the first, current flows along the light axis; in the second, along the heavy one. Each gate sets the top of the source barrier at the same distance below the source Fermi level. Electrons cross without scattering, and the drain is biased so strongly that it sends nothing back. Which of the two masses sets the current?

Let $x$ be the transport direction and $y$ the direction across the channel. At the top of the barrier one subband is occupied,
\begin{equation}
E(k_x,k_y)=\frac{k_x^2}{2m_x}+\frac{k_y^2}{2m_y},
\label{band}
\end{equation}
with energies measured from the subband edge there. Atomic units are used in the algebra, $\hbar=m_e=e=1$, and $J$ is the magnitude of the current per unit width. The factor $g$ counts spin and equivalent valleys, $\mu$ is the source Fermi level, and $\theta=k_BT$. ``Fixed Fermi level'' means fixed $\mu$ on this scale, so the confinement energy is already absorbed in the zero.

The channel is uniform along $y$, so $k_y$ is conserved. An electron passes if its longitudinal energy lies above the barrier top and is reflected otherwise. The states with $v_x>0$ at the top are then filled by the source, with Fermi function $f$, and those with $v_x<0$ are empty:
\begin{equation}
J=g\int_{v_x>0}\frac{d^2k}{(2\pi)^2}\,v_x f(E),\qquad
n_+=g\int_{v_x>0}\frac{d^2k}{(2\pi)^2}\,f(E).
\label{defs}
\end{equation}
The injection velocity is $v_{\rm inj}=J/n_+$.

\section{Simplest case: zero temperature}

Hold $k_y$ fixed. Since $v_x=\partial E/\partial k_x$, we have $v_x\,dk_x=dE$: the velocity cancels the one-dimensional density of states. At $T=0$ the integral over $k_x>0$ runs from $E=k_y^2/2m_y$ to $E=\mu$, so
\begin{equation}
\int_{k_x>0}dk_x\,v_xf=\mu-\frac{k_y^2}{2m_y}.
\end{equation}
The transport mass has gone. The transverse mass remains because it decides which $k_y$ are open, namely $|k_y|<k_m=\sqrt{2m_y\mu}$. Summing over them,
\begin{align}
J&=\frac{g}{4\pi^2}\int_{-k_m}^{k_m}\!\left(\mu-\frac{k_y^2}{2m_y}\right)dk_y
=\frac{g}{4\pi^2}\left(2\mu k_m-\frac{k_m^3}{3m_y}\right)\nonumber\\
&=\frac{g}{4\pi^2}\,\frac{4\mu k_m}{3}
=\frac{g\sqrt{2m_y}\,\mu^{3/2}}{3\pi^2},
\label{Jzero}
\end{align}
where $k_m^2=2m_y\mu$ was used in the second line.

The density is $g/4\pi^2$ times half the area of an ellipse with semi-axes $\sqrt{2m_x\mu}$ and $\sqrt{2m_y\mu}$:
\begin{equation}
n_+=\frac{g}{4\pi^2}\,\frac{\pi}{2}\,2\mu\sqrt{m_xm_y}=\frac{g\sqrt{m_xm_y}\,\mu}{4\pi},
\qquad
v_{\rm inj}=\frac{4}{3\pi}\sqrt{\frac{2\mu}{m_x}} .
\label{vzero}
\end{equation}
A heavier transport mass slows each electron but adds electrons in the same proportion, and the product is unchanged. At fixed $\mu$ the velocity contains the transport mass alone, because $m_y$ cancels between $J$ and $n_+$.

\section{Finite temperature}

The step $v_x\,dk_x=dE$ is unchanged. With $\epsilon=k_y^2/2m_y$,
\begin{equation}
\int_{\epsilon}^{\infty}\frac{dE}{1+e^{(E-\mu)/\theta}}
=\Big[-\theta\ln\!\big(1+e^{(\mu-E)/\theta}\big)\Big]_{\epsilon}^{\infty}
=\theta\ln\!\big(1+e^{(\mu-\epsilon)/\theta}\big).
\label{mode}
\end{equation}
Put $\eta=\mu/\theta$ and $k_y=\sqrt{2m_y\theta}\,t$. The remaining integral is done by parts, the boundary terms vanishing, and then with $u=t^2$:
\begin{align}
\int_{-\infty}^{\infty}\!\ln(1+e^{\eta-t^2})\,dt
&=\int_{-\infty}^{\infty}\frac{2t^2\,dt}{1+e^{t^2-\eta}}
=2\int_0^\infty\frac{u^{1/2}\,du}{1+e^{u-\eta}}
=\sqrt{\pi}\,F_{1/2}(\eta).
\end{align}
Here $F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty u^j\,du/(1+e^{u-\eta})$ and $\Gamma(3/2)=\sqrt\pi/2$. Collecting factors, $g\,\theta\sqrt{2m_y\theta}\sqrt\pi/(2\pi)^2$ gives
\begin{equation}
\boxed{J=\frac{g\,m_y^{1/2}\,\theta^{3/2}}{(2\pi)^{3/2}}\,F_{1/2}(\eta)}
\label{J}
\end{equation}
In ordinary units the right side is multiplied by $e/\hbar^2$.

For the density, scale the ellipse to a circle: $k_x=\sqrt{2m_x\theta}\,r\cos\varphi$, $k_y=\sqrt{2m_y\theta}\,r\sin\varphi$. The area element is $2\theta\sqrt{m_xm_y}\,r\,dr\,d\varphi$, and $v_x>0$ is a range $\pi$ of $\varphi$. Since $\int_0^\infty r\,dr/(1+e^{r^2-\eta})=F_0/2$ with $F_0=\ln(1+e^\eta)$,
\begin{equation}
n_+=\frac{g\sqrt{m_xm_y}\,\theta}{4\pi}F_0(\eta),\qquad
v_{\rm inj}=\sqrt{\frac{2\theta}{\pi m_x}}\;\frac{F_{1/2}(\eta)}{F_0(\eta)} .
\label{nv}
\end{equation}
The prefactor of $v_{\rm inj}$ is $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$.

Two limits test this stage. For $\eta\to-\infty$ every $F_j\to e^\eta$, and $v_{\rm inj}\to\sqrt{2\theta/\pi m_x}$, the mean forward velocity of a Maxwell gas. For $\eta\to\infty$, $F_j\to\eta^{j+1}/\Gamma(j+2)$, so $F_{1/2}\to4\eta^{3/2}/3\sqrt\pi$ and $F_0\to\eta$; equations (\ref{J}) and (\ref{nv}) return to (\ref{Jzero}) and (\ref{vzero}). Direct sums of (\ref{defs}) over a grid in $k$ space, for $(m_x,m_y)=(0.15,1.2)$, $(1.2,0.15)$ and $(0.6,1.2)$ at 300~K with $\mu=-0.05$ and $0.10$~eV, agreed with the formulas for $J$ and $n_+$ to within 0.02\%.

\section{Beyond the aligned parabola}

\textbf{Rotated ellipse.} Let $E=\frac12\sum_{ij}W_{ij}k_ik_j$, with mass tensor $M=W^{-1}$. At fixed $k_y$ the states with $v_x=W_{xx}k_x+W_{xy}k_y>0$ lie beyond the minimum at $k_x=-W_{xy}k_y/W_{xx}$. The energy there is
\begin{equation}
E_{\min}(k_y)=\frac{k_y^2}{2}\left(W_{yy}-\frac{W_{xy}^2}{W_{xx}}\right)
=\frac{k_y^2}{2}\,\frac{\det W}{W_{xx}}=\frac{k_y^2}{2M_{yy}} .
\end{equation}
Thus $m_y$ in (\ref{J}) becomes $M_{yy}$. By the symmetry $\mathbf k\to-\mathbf k$, $n_+$ is still half the full ellipse, with $\sqrt{m_xm_y}$ replaced by $\sqrt{\det M}$. In the velocity, $\sqrt{M_{yy}/\det M}=\sqrt{W_{xx}}$ replaces $1/\sqrt{m_x}$. With no rotation both results return to the aligned ones.

\textbf{Other band shapes.} The integral over $k_x$ used the lowest energy at each $k_y$ and nothing else about the curve. If the band has one minimum in $k_x$ and rises from it past all occupied energies, $J$ does not depend on its shape along $k_x$, whereas $n_+$ and $v_{\rm inj}$ do. A second minimum would add a second rising branch and break the statement.

\textbf{Finite width.} Hard side walls a distance $W_c$ apart allow $k_y=n\pi/W_c$, $n=1,2,\dots$, and each mode carries $g/2\pi$ times (\ref{mode}). Call that expression $h(k_y)$. It is smooth and even, so for a wide channel
\begin{equation}
\sum_{n\ge1}h\!\left(\frac{n\pi}{W_c}\right)\simeq\frac{W_c}{2\pi}\int_{-\infty}^{\infty}h\,dk_y-\frac{h(0)}{2}.
\end{equation}
The first term gives $JW_c$; the second removes half a mode, a current $g\theta F_0/4\pi$.

\section{What is held fixed}

A comparison at fixed charge gives another answer. At constant $n_+$ and $\theta$, equation (\ref{nv}) requires
\begin{equation}
\tfrac12\,d\ln(m_xm_y)+\frac{F_{-1}}{F_0}\,d\eta=0,\qquad F_{-1}=\frac{dF_0}{d\eta}=\frac{1}{1+e^{-\eta}} .
\end{equation}
From (\ref{J}), with $dF_{1/2}/d\eta=F_{-1/2}$,
\begin{equation}
d\ln J=\tfrac12\,d\ln m_y+\frac{F_{-1/2}}{F_{1/2}}\,d\eta
=-\frac s2\,d\ln m_x+\frac{1-s}{2}\,d\ln m_y,\quad
s=\frac{F_{-1/2}F_0}{F_{1/2}F_{-1}} .
\label{fixedn}
\end{equation}
The velocity has the same exponents, since $n_+$ is constant. In the nondegenerate limit $s=1$ and $J\propto m_x^{-1/2}$; in the degenerate limit $s=3/2$ and $J\propto m_x^{-3/4}m_y^{-1/4}$. Away from the nondegenerate limit the injection velocity therefore involves both masses at fixed density: the transverse mass enters through the Fermi level.

A gate holds neither quantity. If it controls the barrier top through an oxide capacitance $C$ per area, and the other electrodes do not, the edge is lowered by the gate voltage and raised by the charge, so
\begin{equation}
\mu+\frac{n_+}{C}=\text{constant at fixed gate voltage.}
\end{equation}
For a small mass change that would add $\delta n$ at fixed $\mu$, the level moves by $-\delta n/(C+C_q)$, with $C_q=dn_+/d\mu$. At fixed density it moves by $-\delta n/C_q$. If $C_q\gg C$ the device is close to fixed charge; if $C_q\ll C$, to fixed Fermi level.

\section{Numbers for a black-phosphorus-like channel}

Monolayer black phosphorus has an elliptical conduction valley of this kind. Rough values are $0.15\,m_e$ along the armchair axis and $1.2\,m_e$ along the zigzag axis, with one valley, so $g=2$. Take 300~K and $\mu=0.10$~eV. Then $\theta=0.02585$~eV, $\eta=3.868$, $F_{1/2}=6.226$ and $F_0=3.889$.

For armchair transport, with $\theta=0.02585/27.211=9.50\times10^{-4}$ in atomic units,
\begin{align}
J&=\frac{2\sqrt{1.2}\,(9.50\times10^{-4})^{3/2}\times6.226}{(2\pi)^{3/2}}
=2.54\times10^{-5}\ \text{a.u.}=3.17\ \text{mA}/\mu\text{m},\\
v_{\rm inj}&=\sqrt{\frac{2\times9.50\times10^{-4}}{0.15\,\pi}}\times\frac{6.226}{3.889}
=0.102\ \text{a.u.}=2.22\times10^{7}\ \text{cm/s}.
\end{align}
The density is $n_+=8.9\times10^{12}$~cm$^{-2}$. For zigzag transport the density is the same, the current is 1.12~mA/$\mu$m and the velocity $7.9\times10^6$~cm/s. Both ratios are $\sqrt{1.2/0.15}=2.83$.

By (\ref{J}) the transverse mass sets the current at a fixed Fermi level, which answers the opening question, but the two currents alone could not show this. Exchanging the axes leaves $m_xm_y$, and hence $n_+$ at given $\mu$, unchanged. At fixed Fermi level the factor 2.83 comes from the heavier transverse mass alone. At fixed charge it is the net effect of both masses: the lighter transport mass by itself would raise the current by more than 2.83, and the heavier transverse mass takes part of that gain back.

A hypothetical change of one mass separates the two readings. Raise $m_x$ fourfold to 0.6 and keep $m_y=1.2$:
\begin{itemize}
\item At fixed Fermi level the density doubles, the velocity halves and the current ratio is 1.00.
\item At fixed density the level falls to 0.046~eV and the current ratio is 0.41.
\item At fixed gate voltage, with 1~nm of oxide of relative permittivity 3.9, the level falls to 0.053~eV and the ratio is 0.46.
\end{itemize}
The gated case lies near fixed charge because $C_q=13.9$ exceeds $C=3.45~\mu$F/cm$^2$. At the starting point $s=1.37$, so the local exponents in (\ref{fixedn}) are $-0.68$ for $m_x$ and $-0.18$ for $m_y$. The fixed-density ratio 0.41 lies between the limiting power laws $4^{-3/4}=0.35$ and $4^{-1/2}=0.50$. For this gate, then, a light transport mass raises the current although $m_x$ is absent from (\ref{J}).

\section{Where the result bends}

\textbf{Small corrections.} These changes are relative to armchair transport at the same $\mu$. Injection from the drain at 0.5~V removes about $3\times10^{-6}$\% of the current. A misalignment of $10^\circ$ lowers current and velocity by 1.3\% each, since $n_+$ is unchanged. Side walls 100~nm apart leave 56 open modes and cost 1.2\%. Warming to 360~K adds 3.7\%.

\textbf{Nonparabolicity.} Let the armchair part of the energy obey $E_a(1+\alpha E_a)=k_a^2/2m_a$, with a rough $\alpha=0.5$~eV$^{-1}$. For armchair transport the $k$-space sum changes the current by 0.001\%, a numerical residue since the argument above gives zero, while the velocity falls by 2.2\%. For zigzag transport the same nonparabolicity is transverse: more $k_y$ are open, and the current rises by 1.9\%.

\textbf{Tunnelling.} Replace the barrier top by $-\frac12\kappa x^2$ and set $\omega=\sqrt{\kappa/m_x}$, $x=\xi/(m_x\kappa)^{1/4}$. For longitudinal energy $E_x=\varepsilon\omega$ the wave equation becomes $\psi''+(\xi^2+2\varepsilon)\psi=0$. The transmitted wave is $\xi^{i\varepsilon-1/2}e^{i\xi^2/2}$ at large positive $\xi$. Continued through the upper half plane to $\xi=e^{i\pi}|\xi|$, it becomes the reflected wave, multiplied by $e^{i\pi(i\varepsilon-1/2)}$, whose squared modulus is $e^{-2\pi\varepsilon}$. On this path the wave is first the decaying solution and then the growing one, so its coefficient survives while the incident wave, which contains $e^{-i\xi^2/2}$, appears beside it. In the lower half plane the order is reversed and the coefficient would not survive. Hence $R=e^{-2\pi\varepsilon}\mathcal T$, and $R+\mathcal T=1$ gives
\begin{equation}
\mathcal T(E_x)=\frac{1}{1+e^{-2\pi E_x/\omega}} .
\end{equation}
Numerical integration of the wave equation at $\varepsilon=-0.3$, $0$ and $0.2$ agreed within 0.2\%. The transport mass is back in the current through $\omega$. If the barrier falls by $\theta$ within 5~nm, $\omega$ is 0.032~eV for armchair and 0.011~eV for zigzag transport, and the currents rise by 0.33\% and 0.04\%. The effect is small here because $\mathcal T(-E_x)=1-\mathcal T(E_x)$: tunnelling below the top nearly balances reflection above it when both energies are well filled. This estimate does not cover the off state.

\textbf{Scattering.} Let opposite fluxes exchange carriers with mean free path $\lambda$, so that $dF_+/dx=dF_-/dx=-(F_+-F_-)/\lambda$. The net flux $F_+-F_-$ is constant. If nothing returns from beyond a length $\ell$, then $F_-(\ell)=0$ and $F_+(0)=(F_+-F_-)(1+\ell/\lambda)$, so the transmitted fraction is $\lambda/(\lambda+\ell)$. With $n=(F_++F_-)/v$ the same equations give $dn/dx=-2(F_+-F_-)/\lambda v$, hence a diffusion coefficient $D=\lambda v/2$.

In equilibrium drift and diffusion cancel, which requires $D=b\,n/(dn/d\mu)$ for mobility $b$. A rough $b=150$~cm$^2$/Vs gives $D=15.4$~cm$^2$/s. A small added density moves at $v=dJ/dn_+=s\,v_{\rm inj}=3.04\times10^7$~cm/s, so $\lambda=2D/v=10.1$~nm. Taking for $\ell$ the 5~nm over which the barrier falls by $\theta$ gives a transmitted fraction of $10.1/15.1=0.67$. This is probably too high: carriers scattered beyond that point can still return if they keep their energy, and in a degenerate stream, where most enter with more than $\theta$ of kinetic energy, they often do. With the fraction 0.67 and the same $\mu$, the current falls from 3.17 to 2.1~mA/$\mu$m, and the mean velocity at the barrier top, where reflected carriers now add to the density, falls to about $1.1\times10^7$~cm/s if the reflected stream is given the same mean speed as the injected one. Using a near-equilibrium mobility in this strongly driven region is an estimate, and so is giving one $\lambda$ to carriers of every energy and direction. The result also follows the mobility closely: since $\lambda\propto b$, the same formula gives a fraction of 0.40 for $b=50$ and 0.80 for $b=300$~cm$^2$/Vs.

\textbf{Beside a real device.} The masses, mobility and nonparabolicity are rough values for the monolayer, and a density near $10^{13}$~cm$^{-2}$ is a strong on state. The oxide field is 4.1~MV/cm for the ballistic density and between 5 and 6~MV/cm if one third of the carriers are reflected at the same $\mu$, below the rough 10~MV/cm at which good silicon dioxide breaks down. Of the effects sized above, scattering is the largest: for the mobility assumed, a loss of about one third or more at fixed $\mu$, and a larger one at fixed gate voltage, where the reflected charge also lowers the level. Since $\lambda=2D/v$ in general changes with $m_x$, scattering also spoils the independence from $m_x$. Contacts are a further departure: a series resistance of 100~$\Omega\,\mu$m would drop 0.32~V at 3.17~mA/$\mu$m, more than half of the 0.5~V drain bias. The ballistic current is thus a reference level for this model, not a forecast for a fabricated transistor. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
Armchair mass: 0.15 m_e
Zigzag mass: 1.20 m_e
Spin times valley degeneracy: 2 (no unit)
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Fermi level above barrier-top edge: 0.10 eV
eta: 3.8682 (no unit)
F_1/2(eta): 6.2261 (no unit)
F_0(eta): 3.8889 (no unit)
Right-moving density, both directions: 8.909e+12 cm^-2
Current, armchair transport: 3.175 mA/um
Current, armchair transport: 2.5362e-05 atomic units
Current, zigzag transport: 1.122 mA/um
Current ratio armchair/zigzag: 2.8284 (no unit)
Injection velocity, armchair: 2.224e+07 cm/s
Injection velocity, armchair: 0.1017 atomic units
Injection velocity, zigzag: 7.863e+06 cm/s
Transport mass x4, fixed level, current ratio: 1.0000 (no unit)
  same, density ratio: 2.0000 (no unit)
  same, velocity ratio: 0.5000 (no unit)
Transport mass x4, fixed gate, current ratio: 0.4641 (no unit)
  same, new Fermi level: 0.0529 eV
Transport mass x4, fixed density, current ratio: 0.4056 (no unit)
  same, new Fermi level: 0.0463 eV
Degeneracy factor s: 1.3677 (no unit)
Fixed-density exponent of transport mass: -0.6839 (no unit)
Fixed-density exponent of transverse mass: -0.1839 (no unit)
Equivalent oxide thickness: 1.0 nm
Oxide relative permittivity: 3.9 (no unit)
Oxide capacitance: 3.45 uF/cm2
Quantum capacitance: 13.91 uF/cm2
Oxide field: 4.13 MV/cm
Drain bias: 0.5 V
Current lost to drain injection: 3.06e-06 %
10 degree misalignment, current change: -1.33 %
  same, velocity change: -1.33 %
Open modes in 100 nm width, armchair: 56 (no unit)
  same, current change by side walls: -1.23 %
Current change at 360 K, same level: 3.68 %
Armchair nonparabolicity: 0.5 eV^-1
  armchair transport, current change: 0.001 %
  armchair transport, velocity change: -2.19 %
  zigzag transport, current change: 1.91 %
  zigzag transport, velocity change: -0.32 %
Length over which barrier falls by kT: 5.0 nm
Barrier energy hbar*omega, armchair: 0.0324 eV
Barrier energy hbar*omega, zigzag: 0.0115 eV
Current change by barrier transmission, armchair: 0.33 %
Current change by barrier transmission, zigzag: 0.04 %
Rough armchair mobility: 150 cm2/Vs
Diffusion coefficient: 15.40 cm2/s
Velocity dJ/dn+, armchair: 3.042e+07 cm/s
Backscattering mean free path: 10.12 nm
Transmission with scattering: 0.669 (no unit)
Current with scattering, armchair: 2.125 mA/um
Mean velocity with scattering: 1.119e+07 cm/s
\end{verbatim}
